# Beryllium by Hartree-Fock, CAS(2,4) and full CI: weights and correlation shares: test program

```python
"""Beryllium atom: Hartree-Fock, CAS(2,4) and full CI in one finite basis.

Result under test: the 1s2 2s2 determinant has weight near 0.9 in full CI,
and the 2s-2p active space recovers most of the valence correlation energy.
For the outer pair in s and p orbitals the CAS problem is a 2 x 2 problem:
  V = sqrt(3) (sp|sp),  gap = E(p2, singlet S) - E(s2)
  E_CAS = E(s2) + gap/2 - sqrt(gap^2/4 + V^2)
  weight of s2 = (1 + gap/sqrt(gap^2 + 4 V^2))/2
h: one-electron integrals including the frozen-core field
eri[p,r,q,s]: repulsion integrals (pr|qs).  Energies are in hartree.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from pyscf import ao2mo, fci, gto, lib, mcscf, scf

lib.num_threads(1)
HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def run_hf(symbol, max_l):
    shells = [b for b in gto.basis.load("cc-pvtz", symbol) if b[0] <= max_l]
    mol = gto.M(atom=symbol + " 0 0 0", basis={symbol: shells}, verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-12
    mf.kernel()
    assert mf.converged
    return mf


def orbital_letters(mf, orbitals):
    """Dominant angular momentum letter of each orbital; must be pure."""
    ao = np.array([lab[2][-1] for lab in mf.mol.ao_labels(fmt=None)])
    population = orbitals * (mf.get_ovlp() @ orbitals)
    names = np.array(["s", "p", "d", "f"])
    weights = np.array([population[ao == x].sum(axis=0) for x in names])
    return names[weights.argmax(axis=0)], weights.max(axis=0)


def pair_integrals(mf, orbitals, ncore):
    """Core energy and integrals for two electrons outside the HF core."""
    core = mf.mo_coeff[:, :ncore]
    density = 2.0 * core @ core.T
    coulomb, exchange = mf.get_jk(mf.mol, density)
    field = coulomb - 0.5 * exchange
    hcore = mf.get_hcore()
    e_core = np.sum(density * (hcore + 0.5 * field))
    h = orbitals.T @ (hcore + field) @ orbitals
    n = orbitals.shape[1]
    eri = ao2mo.kernel(mf.mol, orbitals, compact=False).reshape(n, n, n, n)
    return e_core, h, eri


def pair_ci(h, eri):
    """Explicit CI matrix for one spin-up and one spin-down electron."""
    n = len(h)
    one = np.eye(n)
    matrix = np.kron(h, one) + np.kron(one, h)
    matrix += eri.transpose(0, 2, 1, 3).reshape(n * n, n * n)
    energy, vector = eigh(matrix, subset_by_index=[0, 0])
    return energy[0], vector[:, 0].reshape(n, n)


def subset_ci(h, eri, index):
    return pair_ci(h[np.ix_(index, index)],
                   eri[np.ix_(index, index, index, index)])[0]


def two_configurations(h, eri):
    """Derived 2 x 2 result; orbital 0 is s, orbitals 1 to 3 are p."""
    e_s2 = 2 * h[0, 0] + eri[0, 0, 0, 0]
    e_p2 = 2 * h[1, 1] + eri[1, 1, 1, 1] + 2 * eri[1, 2, 1, 2]
    coupling = np.sqrt(3.0) * abs(eri[0, 1, 0, 1])
    gap = e_p2 - e_s2
    energy = e_s2 + gap / 2 - np.sqrt(gap**2 / 4 + coupling**2)
    weight = 0.5 * (1 + gap / np.sqrt(gap**2 + 4 * coupling**2))
    return e_s2, gap, coupling, energy, weight


def check_cas(mf, active, ncore):
    """Compare the 2 x 2 formulas with all 16 determinants."""
    letters, purity = orbital_letters(mf, active)
    assert list(letters) == ["s", "p", "p", "p"] and purity.min() > 0.9999
    e_core, h, eri = pair_integrals(mf, active, ncore)
    e_s2, gap, coupling, energy, weight = two_configurations(h, eri)
    e_direct, vector = pair_ci(h, eri)
    assert abs(e_direct - energy) < 1e-7
    assert abs(vector[0, 0]**2 - weight) < 1e-6
    return dict(s2=e_core + e_s2, gap=gap, V=coupling,
                E=e_core + e_direct, w=vector[0, 0]**2, h=h, eri=eri)


def valence_ci(mf, ncore):
    orbitals = mf.mo_coeff[:, ncore:]
    e_core, h, eri = pair_integrals(mf, orbitals, ncore)
    energy, vector = pair_ci(h, eri)
    assert np.allclose(vector, vector.T, atol=1e-7)  # singlet pair
    return e_core + energy, vector, e_core, h, eri


def natural_active(mf, vector, ncore):
    """Dominant natural s orbital and leading natural p shell."""
    amplitude, rotation = np.linalg.eigh(0.5 * (vector + vector.T))
    order = np.argsort(-abs(amplitude))
    natural = mf.mo_coeff[:, ncore:] @ rotation[:, order]
    letters, _ = orbital_letters(mf, natural)
    chosen = [0] + list(np.where(letters == "p")[0][:3])
    return natural[:, chosen]


def run_casscf(mf, freeze_core):
    """CAS(2,4) for Be, started from the lowest virtual p shell."""
    letters, _ = orbital_letters(mf, mf.mo_coeff)
    first = [0, 1] + list(np.where(letters == "p")[0][:3])
    rest = [i for i in range(len(letters)) if i not in first]
    start = mf.mo_coeff[:, first + rest]
    mc = mcscf.CASSCF(mf, 4, (1, 1))
    if freeze_core:
        mc.frozen = 1
    mc.conv_tol = 1e-10
    mc.kernel(start)
    assert mc.converged
    return mc, start[:, 1:5]


# Beryllium: Hartree-Fock and valence full CI
be = run_hf("Be", 2)
e_hf = be.e_tot
e_val, pair, e_core, h_val, eri_val = valence_ci(be, 1)
assert abs(e_core + 2 * h_val[0, 0] + eri_val[0, 0, 0, 0] - e_hf) < 1e-8
n_orb = be.mo_coeff.shape[1]
solver_check = mcscf.CASCI(be, n_orb - 1, (1, 1))
solver_check.kernel()
assert abs(solver_check.e_tot - e_val) < 1e-7
val_corr = e_val - e_hf
w_val = pair[0, 0]**2

# Radial and angular parts of the valence pair correlation
letters, _ = orbital_letters(be, be.mo_coeff[:, 1:])
s_index = np.where(letters == "s")[0]
sp_index = np.where((letters == "s") | (letters == "p"))[0]
share_s = (e_core + subset_ci(h_val, eri_val, s_index) - e_hf) / val_corr
share_sp = (e_core + subset_ci(h_val, eri_val, sp_index) - e_hf) / val_corr
assert 0 < share_s < 0.2 and share_s < share_sp < 1

# CAS(2,4) with Hartree-Fock orbitals and with optimized orbitals
mc, hf_active = run_casscf(be, True)
cas_hf = check_cas(be, hf_active, 1)
cas = check_cas(be, mc.mo_coeff[:, 1:5], 1)
assert abs(cas["E"] - mc.e_tot) < 1e-6
occ_cas = np.diag(mc.fcisolver.make_rdm1(mc.ci, 4, (1, 1)))
occ_formula = np.array([2 * cas["w"]] + [2 * (1 - cas["w"]) / 3] * 3)
assert np.allclose(occ_cas, occ_formula, atol=1e-4)
share_hf = (cas_hf["E"] - e_hf) / val_corr
share = (cas["E"] - e_hf) / val_corr
mc_relaxed, _ = run_casscf(be, False)
assert mc_relaxed.e_tot <= mc.e_tot + 1e-8

# All-electron full CI
full = mcscf.CASCI(be, n_orb, 4)
full.fcisolver = fci.direct_spin0.FCI(be.mol)
full.kernel()
assert np.all(full.fcisolver.converged)
e_fci = full.e_tot
w_fci = full.ci[0, 0]**2 / np.sum(full.ci**2)
dm = full.fcisolver.make_rdm1(full.ci, n_orb, 4)
occ_fci = np.linalg.eigvalsh(dm)[::-1]
assert abs(occ_fci.sum() - 4) < 1e-7
assert e_fci < e_val < cas["E"] < cas_hf["E"] < e_hf
assert 0.85 < w_fci < 0.95 and 0.85 < cas["w"] < 0.95
assert share > 0.85

# Cause: raise only the 2p one-electron energy, all else fixed
shift = 1.0
h_shifted = cas["h"] + np.diag([0.0, shift, shift, shift])
e_shifted, v_shifted = pair_ci(h_shifted, cas["eri"])
e_s2_active = 2 * cas["h"][0, 0] + cas["eri"][0, 0, 0, 0]
lowering = cas["E"] - cas["s2"]
lowering_shifted = e_shifted - e_s2_active
w_shifted = v_shifted[0, 0]**2
assert w_shifted > 0.98
assert abs(lowering_shifted) < abs(lowering) / 3

# Control: helium, same natural-orbital recipe for both atoms
he = run_hf("He", 2)
e_he, pair_he, _, _, _ = valence_ci(he, 0)
cas_he = check_cas(he, natural_active(he, pair_he, 0), 0)
cas_nat = check_cas(be, natural_active(be, pair, 1), 1)
share_he = (cas_he["E"] - he.e_tot) / (e_he - he.e_tot)
share_nat = (cas_nat["E"] - e_hf) / val_corr
assert cas["E"] - 1e-7 <= cas_nat["E"] < cas["E"] + 1e-3
assert cas_he["V"] > cas_nat["V"] and cas_he["gap"] > cas_nat["gap"]
assert cas_he["w"] > 0.98 and share_he < share_nat - 0.2

# Effect of the omitted f shell on valence correlation and CAS share
be_f = run_hf("Be", 3)
e_val_f = valence_ci(be_f, 1)[0]
mc_f, _ = run_casscf(be_f, True)
corr_f = e_val_f - be_f.e_tot
share_f = (mc_f.e_tot - be_f.e_tot) / corr_f
assert abs(share_f - share) < 0.05


def show(label, value, digits=6, unit="hartree"):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


print("Be basis functions (cc-pVTZ without f):", n_orb)
print("Determinants in all-electron full CI:", full.ci.size)
show("E Hartree-Fock", e_hf)
show("E CAS(2,4), HF orbitals", cas_hf["E"])
show("E CASSCF(2,4), frozen core", cas["E"])
show("E CASSCF(2,4), relaxed core", mc_relaxed.e_tot)
show("E valence full CI, frozen core", e_val)
show("E all-electron full CI", e_fci)
show("Valence correlation energy", val_corr)
show("Valence correlation energy", val_corr * HARTREE_EV, 3, "eV")
show("CASSCF energy minus HF energy", cas["E"] - e_hf)
show("CASSCF energy minus HF energy",
     (cas["E"] - e_hf) * HARTREE_EV, 3, "eV")
show("Valence correlation outside CASSCF", e_val - cas["E"])
show("All-electron correlation energy", e_fci - e_hf)
show("Added by correlating the core", e_fci - e_val)
show("Share from CAS, HF orbitals", 100 * share_hf, 1, "%")
show("Share from CASSCF", 100 * share, 1, "%")
show("Share from s orbitals only", 100 * share_s, 1, "%")
show("Share from all s and p orbitals", 100 * share_sp, 1, "%")
show("HF weight, all-electron full CI", w_fci, 4, "")
show("HF weight, valence full CI", w_val, 4, "")
show("2s2 weight, CAS with HF orbitals", cas_hf["w"], 4, "")
show("2s2 weight, CASSCF", cas["w"], 4, "")
show("HF orbitals: gap", cas_hf["gap"])
show("HF orbitals: coupling V", cas_hf["V"])
show("CASSCF: E(2s2)", cas["s2"])
show("CASSCF: gap", cas["gap"])
show("CASSCF: K = (sp|sp)", cas["V"] / np.sqrt(3))
show("CASSCF: coupling V", cas["V"])
show("CASSCF: V/gap", cas["V"] / cas["gap"], 4, "")
show("CASSCF: lowering below E(2s2)", lowering)
show("CASSCF occupation of 2s", occ_cas[0], 4, "")
show("CASSCF occupation of each 2p", occ_cas[1:].mean(), 4, "")
print("Full CI natural occupations:",
      " ".join(f"{x:.4f}" for x in occ_fci[:5]))
show("Test shift of 2p one-electron energy", shift, 1)
show("Shifted: 2s2 weight", w_shifted, 4, "")
show("Shifted: lowering below E(2s2)", lowering_shifted)
for name, data, part in (("Be", cas_nat, share_nat),
                         ("He", cas_he, share_he)):
    show(name + " natural orbitals: gap", data["gap"], 4)
    show(name + " natural orbitals: V", data["V"], 4)
    show(name + " natural orbitals: V/gap", data["V"] / data["gap"], 4, "")
    show(name + " natural orbitals: weight", data["w"], 4, "")
    show(name + " natural orbitals: share", 100 * part, 1, "%")
show("He full CI correlation energy", e_he - he.e_tot)
show("Be with f: valence correlation", corr_f)
show("Be with f: CASSCF share", 100 * share_f, 1, "%")
print("PASS")
```

Running it gives:

```
Be basis functions (cc-pVTZ without f): 23
Determinants in all-electron full CI: 64009
E Hartree-Fock: -14.572873 hartree
E CAS(2,4), HF orbitals: -14.588903 hartree
E CASSCF(2,4), frozen core: -14.616302 hartree
E CASSCF(2,4), relaxed core: -14.616438 hartree
E valence full CI, frozen core: -14.618324 hartree
E all-electron full CI: -14.623703 hartree
Valence correlation energy: -0.045450 hartree
Valence correlation energy: -1.237 eV
CASSCF energy minus HF energy: -0.043428 hartree
CASSCF energy minus HF energy: -1.182 eV
Valence correlation outside CASSCF: -0.002022 hartree
All-electron correlation energy: -0.050830 hartree
Added by correlating the core: -0.005380 hartree
Share from CAS, HF orbitals: 35.3 %
Share from CASSCF: 95.6 %
Share from s orbitals only: 7.2 %
Share from all s and p orbitals: 99.0 %
HF weight, all-electron full CI: 0.9065
HF weight, valence full CI: 0.9064
2s2 weight, CAS with HF orbitals: 0.9607
2s2 weight, CASSCF: 0.9020
HF orbitals: gap: 0.376189 hartree
HF orbitals: coupling V: 0.079290 hartree
CASSCF: E(2s2): -14.572258 hartree
CASSCF: gap: 0.361280 hartree
CASSCF: K = (sp|sp): 0.077140 hartree
CASSCF: coupling V: 0.133610 hartree
CASSCF: V/gap: 0.3698
CASSCF: lowering below E(2s2): -0.044043 hartree
CASSCF occupation of 2s: 1.8040
CASSCF occupation of each 2p: 0.0653
Full CI natural occupations: 1.9991 1.8166 0.0597 0.0597 0.0597
Test shift of 2p one-electron energy: 1.0 hartree
Shifted: 2s2 weight: 0.9968
Shifted: lowering below E(2s2): -0.007536 hartree
Be natural orbitals: gap: 0.3614 hartree
Be natural orbitals: V: 0.1334 hartree
Be natural orbitals: V/gap: 0.3692
Be natural orbitals: weight: 0.9022
Be natural orbitals: share: 95.5 %
He natural orbitals: gap: 4.8191 hartree
He natural orbitals: V: 0.3123 hartree
He natural orbitals: V/gap: 0.0648
He natural orbitals: weight: 0.9959
He natural orbitals: share: 51.5 %
He full CI correlation energy: -0.039079 hartree
Be with f: valence correlation: -0.045554 hartree
Be with f: CASSCF share: 95.3 %
PASS
```
